# On-site density of the symmetric six-valley donor state: a numerical check

```python
"""
Result under test: for a donor at the origin of a six-valley cubic crystal,
the normalised symmetric sum of the valley states has on-site density
    6 / (1 + s + 4 t)
times that of one valley, which tends to 6 when valley overlaps vanish.
  s : overlap of opposite valleys;  t : overlap of perpendicular valleys
Valley state: phi = F * u * exp(i k.r), with
  F : exponential envelope, radius b along the valley axis, a across it
  u : C * (1 + gamma * exp(-i G.r)), G = 2*(2 pi/edge) along the valley
Lengths are in angstrom.
"""
import numpy as np
from scipy.constants import physical_constants

edge, k_fraction, gamma = 5.4, 0.85, 0.3
a_env, b_env = 20.0, 12.0
g = 2 * np.pi / edge
k0 = k_fraction * g
G = 2 * g
C = 1 / np.sqrt(1 + gamma**2)
VALLEYS = [(axis, sign) for axis in range(3) for sign in (1, -1)]


def valley_state(valley, r):
    """Complex valley function, before the tiny norm correction."""
    axis, sign = valley
    radii = np.full(3, a_env)
    radii[axis] = b_env
    F = np.exp(-np.sqrt(np.sum((r / radii)**2)))
    F /= np.sqrt(np.pi * a_env**2 * b_env)
    u = C * (1 + gamma * np.exp(-1j * sign * G * r[axis]))
    return F * u * np.exp(1j * sign * k0 * r[axis])


def analytic_overlaps(a, b):
    """Raw single-valley norm, opposite and perpendicular overlaps."""
    def f(q):
        return (1 + (q * b / 2)**2)**-2
    norm = C**2 * (1 + gamma**2 + 2 * gamma * f(G))
    opposite = C**2 * (f(2 * k0) + 2 * gamma * f(2 * k0 - G)
                       + gamma**2 * f(2 * k0 - 2 * G))
    # Each exponential is written as an integral over Gaussians of width p.
    step = 0.1
    p = np.exp(np.arange(-6, 34, step))
    weight = step * p**-0.5 * np.exp(-1 / (4 * p)) / (2 * np.sqrt(np.pi))
    P, Q = p[:, None], p[None, :]
    alpha_x = P / b**2 + Q / a**2
    alpha_y = (P + Q) / a**2
    alpha_z = P / a**2 + Q / b**2

    def wave(alpha):
        return (np.exp(-k0**2 / (4 * alpha))
                + gamma * np.exp(-(k0 - G)**2 / (4 * alpha)))
    gauss = np.pi**1.5 / np.sqrt(alpha_x * alpha_y * alpha_z)
    integral = weight @ (gauss * wave(alpha_x) * wave(alpha_z)) @ weight
    perpendicular = C**2 * integral / (np.pi * a**2 * b)
    return norm, opposite, perpendicular


def cosine_part(x):
    return np.cos(k0 * x) + gamma * np.cos((k0 - G) * x)


# The sum of all six valley states is real and even in x, y and z.
# Check the real form used on the grid against the complex functions.
def real_sum(Fx, Fy, Fz, cx, cy, cz):
    return 2 * C * (Fx * cx + Fy * cy + Fz * cz)


def envelopes(x2, y2, z2):
    ia, ib = 1 / a_env**2, 1 / b_env**2
    return (np.exp(-np.sqrt(x2 * ib + (y2 + z2) * ia)),
            np.exp(-np.sqrt(y2 * ib + (x2 + z2) * ia)),
            np.exp(-np.sqrt(z2 * ib + (x2 + y2) * ia)))


F0_squared = 1 / (np.pi * a_env**2 * b_env)
point = np.array([1.3, -2.1, 0.7])
complex_sum = sum(valley_state(v, point) for v in VALLEYS)
grid_form = np.sqrt(F0_squared) * real_sum(*envelopes(*point**2),
                                           *cosine_part(point))
assert abs(complex_sum - grid_form) < 1e-13

# Direct three-dimensional quadrature over one octant, weighted by symmetry.
h, n_points = 0.6, 301
x = h * np.arange(n_points)
w = np.full(n_points, 2 * h)
w[0] = h
c = cosine_part(x)
u_squared = C**2 * (1 + gamma**2 + 2 * gamma * np.cos(G * x))
X2, Y2 = (x**2)[:, None], (x**2)[None, :]
sum_norm = single_norm = perpendicular_grid = 0.0
for i in range(n_points):
    Fx, Fy, Fz = envelopes(X2, Y2, x[i]**2)
    total = real_sum(Fx, Fy, Fz, c[:, None], c[None, :], c[i])
    sum_norm += w[i] * (w @ total**2 @ w)
    single_norm += w[i] * u_squared[i] * (w @ Fz**2 @ w)
    perpendicular_grid += w[i] * C**2 * c[i] * ((w * c) @ (Fx * Fz) @ w)
sum_norm *= F0_squared
single_norm *= F0_squared
perpendicular_grid *= F0_squared

origin = np.zeros(3)
site_values = np.array([valley_state(v, origin) for v in VALLEYS])
single_density = abs(site_values[0])**2 / single_norm
symmetric_density = abs(site_values.sum())**2 / sum_norm
ratio_direct = symmetric_density / single_density

norm, opposite, perpendicular = analytic_overlaps(a_env, b_env)
s, t = opposite / norm, perpendicular / norm
ratio_formula = 6 / (1 + s + 4 * t)
# Tolerances cover the grid spacing and the finite box.
assert abs(single_norm - norm) < 3e-6
assert abs(perpendicular_grid - perpendicular) < 2e-6
assert abs(ratio_direct - ratio_formula) < 5e-5

# Overlap matrix: other symmetry combinations and the greatest density.
S = np.full((6, 6), t)
for i in range(6):
    S[i, i] = 1.0
    S[i, i ^ 1] = s
eigenvalues, vectors = np.linalg.eigh(S)
site_factors = np.sort(np.abs(vectors.T @ np.ones(6))**2 / eigenvalues)
assert np.all(site_factors[:5] < 1e-12)
assert abs(site_factors[5] - ratio_direct) < 5e-5
greatest = np.ones(6) @ np.linalg.solve(S, np.ones(6))
assert abs(greatest - ratio_direct) < 5e-5
rng = np.random.default_rng(1)
trial = rng.normal(size=(20000, 6)) + 1j * rng.normal(size=(20000, 6))
trial_factor = (np.abs(trial.sum(axis=1))**2
                / np.einsum('ni,ij,nj->n', trial.conj(), S, trial).real)
assert trial_factor.max() <= greatest + 1e-12

# Equal moduli but one valley pair reversed in sign.
flipped = np.array([1, 1, 1, 1, -1, -1])
flipped_factor = flipped.sum()**2 / (flipped @ S @ flipped)
assert flipped_factor < 1

# Neighbouring lattice point: compare with the mean single-valley density.
neighbour = np.array([edge / 2, edge / 2, 0.0])
values = np.array([valley_state(v, neighbour) for v in VALLEYS])
neighbour_factor = (abs(values.sum())**2 / sum_norm
                    / (np.mean(np.abs(values)**2) / single_norm))
assert neighbour_factor < 1

# Widening the envelope must bring the factor to six.
scales = (1, 2, 4)
wide_ratios = []
for scale in scales:
    n, o, p = analytic_overlaps(scale * a_env, scale * b_env)
    wide_ratios.append(6 / (1 + (o + 4 * p) / n))
deviations = np.abs(np.array(wide_ratios) - 6)
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 2e-3

bohr = physical_constants['Bohr radius'][0] * 1e10
print(f"cubic lattice edge: {edge:.1f} angstrom")
print(f"valley position / (2 pi/edge): {k_fraction:.2f}")
print(f"valley wavenumber k0: {k0:.4f} angstrom^-1")
print(f"second plane-wave amplitude gamma: {gamma:.1f}")
print(f"transverse envelope radius a: {a_env:.1f} angstrom")
print(f"longitudinal envelope radius b: {b_env:.1f} angstrom")
print(f"envelope density F(0)^2: {F0_squared:.4e} angstrom^-3")
print(f"Bloch factor |u(0)|^2: {(C * (1 + gamma))**2:.4f}")
print(f"raw norm of one valley (formula): {norm:.6f}")
print(f"raw norm of one valley (grid): {single_norm:.6f}")
print(f"umklapp wavenumber G - 2 k0: {G - 2 * k0:.4f} angstrom^-1")
print(f"opposite-valley overlap s: {s:.5f}")
print(f"perpendicular-valley overlap t: {t:.3e}")
print(f"perpendicular overlap from grid: "
      f"{perpendicular_grid / single_norm:.3e}")
print(f"one-valley on-site density: {single_density:.4e} angstrom^-3")
print(f"symmetric on-site density: {symmetric_density:.4e} angstrom^-3")
print(f"symmetric on-site density: {symmetric_density * bohr**3:.4e} bohr^-3")
print(f"density ratio, direct integration: {ratio_direct:.4f}")
print(f"density ratio, 6/(1+s+4t): {ratio_formula:.4f}")
print(f"greatest ratio over all combinations: {greatest:.4f}")
print(f"largest ratio among the E and T2 states: {site_factors[4]:.1e}")
print(f"ratio with one valley pair reversed: {flipped_factor:.4f}")
print(f"ratio to mean valley density at neighbour: {neighbour_factor:.4f}")
for scale, ratio in zip(scales, wide_ratios):
    print(f"on-site ratio, envelope radii times {scale}: {ratio:.5f}")
print("success")
```

Printed output:

```
cubic lattice edge: 5.4 angstrom
valley position / (2 pi/edge): 0.85
valley wavenumber k0: 0.9890 angstrom^-1
second plane-wave amplitude gamma: 0.3
transverse envelope radius a: 20.0 angstrom
longitudinal envelope radius b: 12.0 angstrom
envelope density F(0)^2: 6.6315e-05 angstrom^-3
Bloch factor |u(0)|^2: 1.5505
raw norm of one valley (formula): 1.000014
raw norm of one valley (grid): 1.000015
umklapp wavenumber G - 2 k0: 0.3491 angstrom^-1
opposite-valley overlap s: 0.01902
perpendicular-valley overlap t: 7.537e-05
perpendicular overlap from grid: 7.590e-05
one-valley on-site density: 1.0282e-04 angstrom^-3
symmetric on-site density: 6.0520e-04 angstrom^-3
symmetric on-site density: 8.9682e-05 bohr^-3
density ratio, direct integration: 5.8863
density ratio, 6/(1+s+4t): 5.8863
greatest ratio over all combinations: 5.8863
largest ratio among the E and T2 states: 2.5e-24
ratio with one valley pair reversed: 0.6543
ratio to mean valley density at neighbour: 0.3118
on-site ratio, envelope radii times 1: 5.88628
on-site ratio, envelope radii times 2: 5.99029
on-site ratio, envelope radii times 4: 5.99934
success
```
